# Local operators between ultrasoft states: overlap, screened D and dipole: verification in Python

```python
"""Result under test: between smooth ultrasoft states a local operator A becomes
    A + sum_ij |beta_i> (integral of A Q_ij) <beta_j| ,
with Q_ij = psi_i psi_j - phi_i phi_j (all-electron minus smooth partial waves).
A = 1 gives the overlap S, A = V_eff the screening of D, A = z the dipole.
Model atom: V(r) = -Z/sqrt(r^2+a^2), one projector each for l = 0 and l = 1.
Radial functions are u(r) = r R(r); internal units are Hartree atomic units.
"""
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.constants import physical_constants

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10      # angstrom

Z, a_ang, step_ang, K, N = 2.0, 0.2, 0.01, 80, 800
h = step_ang / BOHR
r = h * np.arange(1, N + 1)
rc = K * h


def potential(x):
    return -Z / np.sqrt(x**2 + (a_ang / BOHR)**2)


def integrate(f):
    return h * np.sum(f)


def solve_ae(l, extra=0.0, refine=1):
    """Lowest all-electron state of angular momentum l."""
    s = h / refine
    x = s * np.arange(1, refine * (N + 1))
    if refine == 1:
        x = r
    diag = 1 / s**2 + l * (l + 1) / (2 * x**2) + potential(x) + extra
    off = np.full(len(x) - 1, -0.5 / s**2)
    e, v = eigh_tridiagonal(diag, off, select="i", select_range=(0, 0))
    u = v[:, 0] / np.sqrt(s)
    return e[0], u * np.sign(u[K * refine])


def smooth_inside(f, power):
    """Replace f inside rc by r^power times a quadratic in r^2, joined smoothly."""
    x = (r / rc)**2
    join = slice(K - 1, K + 2)
    coef = np.linalg.solve(np.vander(x[join], 3), (f / r**power)[join])
    out = f.copy()
    out[:K - 1] = (np.polyval(coef, x) * r**power)[:K - 1]
    return out


def kinetic(l):
    return (np.diag(1 / h**2 + l * (l + 1) / (2 * r**2))
            - 0.5 / h**2 * (np.eye(N, k=1) + np.eye(N, k=-1)))


V = potential(r)
Vloc = smooth_inside(V, 0)
T = [kinetic(0), kinetic(1)]
eps, psi, phi, beta, B, q, D = [], [], [], [], [], [], []
for l in (0, 1):
    e, u = solve_ae(l)
    f = smooth_inside(u, l + 1)
    chi = e * f - T[l] @ f - Vloc * f
    assert np.max(np.abs(chi[K:])) < 1e-8          # projector confined to sphere
    chi[K:] = 0.0
    b = integrate(f * chi)
    eps.append(e)
    psi.append(u)
    phi.append(f)
    B.append(b)
    beta.append(chi / b)
    q.append(integrate(u**2 - f**2))
    D.append(b + e * q[l])
    assert q[l] > 0
Q = [[psi[i] * psi[j] - phi[i] * phi[j] for j in (0, 1)] for i in (0, 1)]


def solve_us(l, A=None, augment=True):
    """Lowest solution of H phi = e S phi, with the local operator A added to H."""
    A = np.zeros(N) if A is None else A
    d = D[l] + (integrate(A * Q[l][l]) if augment else 0.0)
    proj = h * np.outer(beta[l], beta[l])
    H = T[l] + np.diag(Vloc + A) + d * proj
    S = np.eye(N) + q[l] * proj
    e, v = eigh(H, S, subset_by_index=[0, 0])
    u = v[:, 0] / np.sqrt(h)
    return e[0], u * np.sign(u[K])


# Levels and norms from an independent diagonalization
us = [solve_us(l) for l in (0, 1)]
c = [integrate(beta[l] * us[l][1]) for l in (0, 1)]
for l in (0, 1):
    assert abs(us[l][0] - eps[l]) < 1e-8
grid_error = [solve_ae(l, refine=2)[0] - eps[l] for l in (0, 1)]

# Level shift under a local perturbation lambda * A(r)
width_ang = 0.4
A = np.exp(-(r * BOHR / width_ang)**2)
lam = 1e-3
slope_ae = (solve_ae(0, lam * A)[0] - solve_ae(0, -lam * A)[0]) / (2 * lam)
slope_us = (solve_us(0, lam * A)[0] - solve_us(0, -lam * A)[0]) / (2 * lam)
slope_bare = (solve_us(0, lam * A, False)[0]
              - solve_us(0, -lam * A, False)[0]) / (2 * lam)
assert abs(slope_us - slope_ae) < 1e-5
assert abs(slope_bare - slope_ae) > 0.05 * slope_ae
strengths = [1.0, 2.0]                                   # eV
ae_levels = [solve_ae(0, s / HARTREE * A)[0] for s in strengths]
us_strong = [solve_us(0, s / HARTREE * A) for s in strengths]
level_error = [u[0] - e for u, e in zip(us_strong, ae_levels)]
error_ratio = level_error[1] / level_error[0]
assert 3 < error_ratio < 5                               # error starts at lambda^2

# Exact residual of the rule for a state away from the reference
f = us_strong[1][1]
cf = integrate(beta[0] * f)
delta_wave = psi[0] - phi[0]
reconstructed = integrate(A * (f + delta_wave * cf)**2)
rule_value = integrate(A * f**2) + cf**2 * integrate(A * Q[0][0])
residual = 2 * integrate(A * (f - phi[0] * cf) * delta_wave * cf)
assert abs(reconstructed - rule_value - residual) < 1e-11
assert abs(residual) > 1e-9

# Dipole: transition element, then an sp hybrid on an atom displaced along z
d_ae = integrate(r * psi[0] * psi[1]) / np.sqrt(3)
d_smooth = integrate(r * us[0][1] * us[1][1]) / np.sqrt(3)
d_Q = integrate(r * Q[0][1]) / np.sqrt(3)
d_us = d_smooth + c[0] * c[1] * d_Q
assert abs(d_us - d_ae) < 1e-7
mu, w = np.polynomial.legendre.leggauss(40)
R_ang = 1.5
R = R_ang / BOHR


def hybrid_position(us_, up_):
    dens = (us_[:, None] + np.sqrt(3) * mu * up_[:, None])**2 / 4
    return h * np.sum(w * dens * (R + r[:, None] * mu))


z_ae = hybrid_position(psi[0], psi[1])
z_smooth = hybrid_position(us[0][1], us[1][1])
z_aug = R * (q[0] * c[0]**2 + q[1] * c[1]**2) / 2 + c[0] * c[1] * d_Q
assert abs(z_smooth + z_aug - z_ae) < 1e-7
assert abs(z_ae - R - d_ae) < 1e-7

# Screened D from derivatives of an energy functional (Hartree + local exchange)
coulomb = 1 / np.maximum.outer(r, r)
shell = 4 * np.pi * r**2


def density(u, occ):
    return occ * (u**2 + Q[0][0] * integrate(beta[0] * u)**2)


def v_hx(n):
    return h * coulomb @ n - (3 * n / (np.pi * shell))**(1 / 3)


Vion = Vloc - v_hx(density(phi[0], 2))
D0 = D[0] - integrate(Vloc * Q[0][0])


def energy(u, occ):
    n = density(u, occ)
    e_h = 0.5 * h * h * n @ coulomb @ n
    e_x = -0.75 * (3 / np.pi)**(1 / 3) * integrate(shell * (n / shell)**(4 / 3))
    one = integrate(u * (T[0] @ u)) + D0 * integrate(beta[0] * u)**2
    return occ * one + integrate(Vion * n) + e_h + e_x


def slope(u, occ, direction, t=1e-4):
    return (energy(u + t * direction, occ) - energy(u - t * direction, occ)) / (2 * t)


direction = r * np.exp(-2 * r)
cd = integrate(beta[0] * direction)
# reference atom: derivative must be 2 occ eps <direction|S|phi>
numeric = slope(phi[0], 2, direction)
expected = 4 * eps[0] * (integrate(direction * phi[0]) + cd * q[0])
assert abs(numeric - expected) < 1e-5 * abs(expected)
# one electron in a changed orbital: D must follow the new potential
u1 = phi[0] + 0.1 * direction
c1 = integrate(beta[0] * u1)
V1 = Vion + v_hx(density(u1, 1))
D1 = D0 + integrate(V1 * Q[0][0])
smooth_part = integrate(direction * (T[0] @ u1 + V1 * u1))
numeric1 = slope(u1, 1, direction)
formula1 = 2 * (smooth_part + cd * D1 * c1)
frozen1 = 2 * (smooth_part + cd * D[0] * c1)
assert abs(numeric1 - formula1) < 1e-5 * max(1, abs(formula1))
assert abs(numeric1 - frozen1) > 1e-3
V_ion1 = Vion + v_hx(density(phi[0], 1))
D_one = D0 + integrate(V_ion1 * Q[0][0])

# Smoothed augmentation charge of the hybrid with the same multipole moments
parts = [(Q[0][0] + Q[1][1]) / 2, np.sqrt(3) * Q[0][1], Q[1][1]]
smoothed = []
for L, part in enumerate(parts):
    g = np.where(r < rc, r**(L + 2) * (1 - (r / rc)**2)**2, 0.0)
    smoothed.append(g * integrate(r**L * part) / integrate(r**L * g))
legendre = [np.ones_like(mu), mu, (3 * mu**2 - 1) / 2]
dist_ang = 2.0
dist = dist_ang / BOHR
point = 1 / np.sqrt(r[:, None]**2 + dist**2 - 2 * dist * r[:, None] * mu)


def outside_interaction(components):
    charge = sum(p[:, None] * P for p, P in zip(components, legendre))
    return 0.5 * h * np.sum(w * charge * point)


w_true = outside_interaction(parts)
w_smooth = outside_interaction(smoothed)
assert abs(w_true - w_smooth) < 1e-10
gauss_true, gauss_smooth = integrate(A * parts[0]), integrate(A * smoothed[0])
assert abs(gauss_true - gauss_smooth) > 0.01 * abs(gauss_true)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("nuclear parameter Z", Z, "", 1)
show("softening length a", a_ang, "angstrom", 2)
show("sphere radius r_c", rc * BOHR, "angstrom", 2)
show("grid step", step_ang, "angstrom", 3)
show("box radius", (N + 1) * step_ang, "angstrom", 2)
for l, name in enumerate("sp"):
    show(f"{name} level, all-electron", eps[l] * HARTREE, "eV")
    show(f"{name} level, ultrasoft", us[l][0] * HARTREE, "eV")
    show(f"{name} level change on halving grid step", grid_error[l] * HARTREE, "eV")
    show(f"{name} smooth norm <phi|phi>", integrate(us[l][1]**2))
    show(f"{name} augmentation norm q", q[l])
    show(f"{name} B", B[l] * HARTREE, "eV", 4)
    show(f"{name} screened D = B + eps q", D[l] * HARTREE, "eV", 4)
show("Gaussian perturbation width", width_ang, "angstrom", 2)
show("s level slope, all-electron", slope_ae, "(eV per eV)", 6)
show("s level slope, ultrasoft rule", slope_us, "(eV per eV)", 6)
show("s level slope, no augmentation", slope_bare, "(eV per eV)", 6)
for s, e, err in zip(strengths, ae_levels, level_error):
    show(f"s shift at strength {s:.0f} eV, all-electron", (e - eps[0]) * HARTREE, "eV")
    print(f"ultrasoft minus all-electron level there: {err * HARTREE:.3e} eV")
show("ratio of these two errors", error_ratio, "", 3)
show("<A> reconstructed, strength 2 eV", reconstructed, "", 7)
show("<A> by the rule, strength 2 eV", rule_value, "", 7)
print(f"residual from incomplete expansion: {residual:.3e}")
show("s-p z element, all-electron", d_ae * BOHR, "angstrom")
show("s-p z element, smooth part", d_smooth * BOHR, "angstrom")
show("s-p z element, augmentation part", d_Q * BOHR, "angstrom")
show("atom position R", R_ang, "angstrom", 2)
show("hybrid mean z, all-electron", z_ae * BOHR, "angstrom")
show("hybrid mean z, smooth part", z_smooth * BOHR, "angstrom")
show("hybrid mean z, augmentation part", z_aug * BOHR, "angstrom")
show("s bare D0", D0 * HARTREE, "eV", 4)
show("s integral V_eff Q, two electrons", (D[0] - D0) * HARTREE, "eV", 4)
show("s screened D, one electron, same orbital", D_one * HARTREE, "eV", 4)
show("outside point charge distance", dist_ang, "angstrom", 2)
show("integral of 1/distance with true Q", w_true * HARTREE, "eV")
show("integral of 1/distance with smoothed Q", w_smooth * HARTREE, "eV")
show("Gaussian integral with true Q", gauss_true)
show("Gaussian integral with smoothed Q", gauss_smooth)
print("all assertions hold")
```

Running it gives:

```
nuclear parameter Z: 2.0
softening length a: 0.20 angstrom
sphere radius r_c: 0.80 angstrom
grid step: 0.010 angstrom
box radius: 8.01 angstrom
s level, all-electron: -33.63700 eV
s level, ultrasoft: -33.63700 eV
s level change on halving grid step: 0.00169 eV
s smooth norm <phi|phi>: 0.81215
s augmentation norm q: 0.18785
s B: -6.3395 eV
s screened D = B + eps q: -12.6581 eV
p level, all-electron: -12.73717 eV
p level, ultrasoft: -12.73717 eV
p level change on halving grid step: 0.00020 eV
p smooth norm <phi|phi>: 0.99185
p augmentation norm q: 0.00815
p B: -0.4090 eV
p screened D = B + eps q: -0.5129 eV
Gaussian perturbation width: 0.40 angstrom
s level slope, all-electron: 0.246865 (eV per eV)
s level slope, ultrasoft rule: 0.246865 (eV per eV)
s level slope, no augmentation: 0.149505 (eV per eV)
s shift at strength 1 eV, all-electron: 0.24558 eV
ultrasoft minus all-electron level there: 4.031e-04 eV
s shift at strength 2 eV, all-electron: 0.48858 eV
ultrasoft minus all-electron level there: 1.607e-03 eV
ratio of these two errors: 3.986
<A> reconstructed, strength 2 eV: 0.2426854
<A> by the rule, strength 2 eV: 0.2433164
residual from incomplete expansion: -6.310e-04
s-p z element, all-electron: 0.35551 angstrom
s-p z element, smooth part: 0.34702 angstrom
s-p z element, augmentation part: 0.00849 angstrom
atom position R: 1.50 angstrom
hybrid mean z, all-electron: 1.85551 angstrom
hybrid mean z, smooth part: 1.70002 angstrom
hybrid mean z, augmentation part: 0.15549 angstrom
s bare D0: -2.2739 eV
s integral V_eff Q, two electrons: -10.3842 eV
s screened D, one electron, same orbital: -17.1415 eV
outside point charge distance: 2.00 angstrom
integral of 1/distance with true Q: 0.73675 eV
integral of 1/distance with smoothed Q: 0.73675 eV
Gaussian integral with true Q: 0.05003
Gaussian integral with smoothed Q: 0.03403
all assertions hold
```
